\section*{Narrow terraces between free-fermion steps and the Wigner surmise}

\section*{Problem}

A vicinal surface carries a train of steps that run, on average, along $y$. Step $j$ has position $x_j(y)$, and the energy of the train is
\begin{equation}
\mathcal E=\sum_j\frac{\beta}{2}\int\left(\frac{dx_j}{dy}\right)^2dy ,
\end{equation}
where $\beta$ is the step stiffness. Steps may not cross and have no other interaction. They are continuous lines, very long and very many, in thermal equilibrium at temperature $T$. The mean terrace width is $L$. A terrace of width $w$ has the scaled width $s=w/L$, and $P(s)$ is the probability density of $s$, with unit norm and unit mean.

\begin{enumerate}
\item[(a)] Show that the density of steps at distance $s$ from a given step is $R_2(s)=1-[\sin(\pi s)/(\pi s)]^2$, and expand it through $s^6$.
\item[(b)] $R_2$ counts every step at distance $s$, whereas $P$ counts the nearest one on one side. Show that nevertheless $P(s)\simeq\pi^2s^2/3$ at small $s$, and find the order at which $P$ and $R_2$ part.
\item[(c)] Fix the constants of the Wigner surmise $P_W(s)=a s^2e^{-bs^2}$ and compare $a$ with $\pi^2/3$. Over what range of $s$ does the comparison matter?
\item[(d)] Take $L=5$ nm, $T=600$ K and $\beta=0.8$ eV/nm. Find the fraction of terraces narrower than 1 nm, and the number of terraces needed to tell $P$ from $P_W$ by this fraction.
\item[(e)] Estimate the effect of a step repulsion $A/w^2$ per unit length with $A=0.001$ eV\,nm, of atomic rows 0.25 nm apart, and of finite step length.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From steps to the sine kernel}

The Boltzmann weight of one step, $\exp[-(\beta/2kT)\int (dx/dy)^2dy]$, is that of a diffusing particle with $y$ as time. The partition function $Z$ of the train therefore obeys
\begin{equation}
\frac{\partial Z}{\partial y}=\frac{kT}{2\beta}\sum_j\frac{\partial^2Z}{\partial x_j^2},
\qquad Z=0\ \text{ if } x_i=x_j .
\end{equation}
This is a Schr\"odinger equation in imaginary time. A function that vanishes at contact can be continued antisymmetrically from one ordering of the steps to all others, so the steps become free fermions. For long steps the ground state $\Psi$ dominates. A cut far from both ends receives one factor $\Psi$ from each side, and the probability density of the step positions there is $|\Psi|^2$.

Measure lengths in units of $L$ and put $N$ steps, $N$ odd, on a ring of length $N$. The ground state is a Slater determinant of the plane waves
\begin{equation}
\phi_m(x)=N^{-1/2}e^{2\pi i mx/N},\qquad m=-\tfrac{N-1}{2},\dots,\tfrac{N-1}{2}.
\end{equation}
The product of the determinant and its conjugate is
\begin{equation}
|\Psi|^2=\frac1{N!}\det\left[K(x_i-x_j)\right]_{N\times N},\qquad
K(x-x')=\sum_m\phi_m(x)\phi_m^*(x') .
\end{equation}
Orthonormality gives $\int K(x-z)K(z-x')\,dz=K(x-x')$ and $\int K(0)\,dz=N$.

Let $D_n$ be the $n\times n$ determinant of $K$, and integrate it over $x_n$. Permutations that leave $n$ fixed give $N D_{n-1}$. In every other permutation $x_n$ stands between two factors $K$, which merge into one. This removes one element from a cycle and so reverses the sign. Each permutation of $n-1$ objects arises in $n-1$ ways. Hence
\begin{equation}
\int D_n\,dx_n=(N-n+1)D_{n-1}.
\end{equation}
Repeated use, from $N$ down to $n+1$, gives the factor $(N-n)!$. The $n$-step density is therefore
\begin{equation}
R_n=\frac{N!}{(N-n)!}\int|\Psi|^2dx_{n+1}\cdots dx_N=D_n .
\end{equation}
In particular $R_1=K(0)=1$ and $R_2=1-K(s)^2$. Since $R_1=1$, $R_2(s)$ is also the density at $s$ given a step at the origin. The geometric sum is
\begin{equation}
K(s)=\frac1N\sum_m e^{2\pi ims/N}=\frac{\sin\pi s}{N\sin(\pi s/N)}
\;\xrightarrow{N\to\infty}\;\frac{\sin\pi s}{\pi s}.
\end{equation}

To expand, put $x=\pi s$ and use $\sin^2x=(1-\cos2x)/2$ with
$\cos2x=1-2x^2+\frac23x^4-\frac4{45}x^6+\frac2{315}x^8-\dots$:
\begin{align}
\sin^2x&=x^2-\frac{x^4}{3}+\frac{2x^6}{45}-\frac{x^8}{315}+\dots,\\
R_2(s)&=1-\frac{\sin^2x}{x^2}
=\frac{\pi^2s^2}{3}-\frac{2\pi^4s^4}{45}+\frac{\pi^6s^6}{315}-\dots
\label{eq:R2}
\end{align}

The power 2 comes from the wave function, which vanishes linearly at contact and is then squared. The coefficient has a meaning too. For $N\to\infty$ the occupied wave numbers $k$ fill $-\pi<k<\pi$ uniformly, so $K(s)=\langle e^{iks}\rangle\simeq1-\langle k^2\rangle s^2/2$ and $R_2\simeq\langle k^2\rangle s^2$, with $\langle k^2\rangle=\pi^2/3$. For finite $N$, expansion of both sines gives $K\simeq1-(\pi^2s^2/6)(1-1/N^2)$. The coefficient is then $(\pi^2/3)(1-1/N^2)$, which is within 1\% of its limit once $N$ exceeds 10.

\subsection*{(b) From any step to the next step}

Let $P_k(s)$ be the density of the $k$th neighbour on one side, with $P_1=P$. Then $R_2=\sum_{k\ge1}P_k$. If the step at $s$ is the $k$th neighbour, $k-1$ steps lie between, so
\begin{equation}
\int_0^sR_3(0,t,s)\,dt=\sum_{k\ge2}(k-1)P_k(s)\ \ge\ R_2(s)-P(s)\ \ge 0 .
\label{eq:bound}
\end{equation}
It remains to find $R_3$ for three close steps. Write the kernel as
\begin{equation}
K(x_i-x_j)=\int_{-1/2}^{1/2}e^{2\pi iq(x_i-x_j)}dq
=\sum_{a,b\ge0}x_i^a M_{ab}x_j^b,\quad
M_{ab}=\frac{(2\pi i)^a(-2\pi i)^b}{a!\,b!}\,\mu_{a+b},
\end{equation}
where $\mu_n=\int_{-1/2}^{1/2}q^n dq$. A $3\times3$ determinant needs three different powers on each side. The lowest are 0, 1 and 2, and they give
\begin{equation}
R_3\simeq\Delta^2\det M,\qquad \Delta=(x_2-x_1)(x_3-x_1)(x_3-x_2).
\end{equation}
The phases cancel in $\det M$. With $\mu_0=1$, $\mu_2=1/12$, $\mu_4=1/80$ and vanishing odd moments,
\begin{equation}
\det M=\frac{(2\pi)^6}{(2!)^2}\,\mu_2\left(\mu_0\mu_4-\mu_2^2\right)
=16\pi^6\cdot\frac1{12}\cdot\frac1{180}=\frac{\pi^6}{135}.
\end{equation}
Integration over the middle step gives
\begin{equation}
\int_0^sR_3\,dt\simeq\frac{\pi^6s^2}{135}\int_0^st^2(s-t)^2dt
=\frac{\pi^6s^2}{135}\,s^5\left(\frac13-\frac12+\frac15\right)
=\frac{\pi^6s^7}{4050}.
\end{equation}
The two sides of the first inequality in \eqref{eq:bound} differ only through terms with at least two steps between. Four close steps have six pair separations, so these terms are of order $s^{12}\cdot s^2=s^{14}$. Therefore
\begin{equation}
P(s)=\frac{\pi^2s^2}{3}-\frac{2\pi^4s^4}{45}+\frac{\pi^6s^6}{315}
-\frac{\pi^6s^7}{4050}+O(s^8).
\end{equation}
$P$ and $R_2$ agree through $s^6$ and part at $s^7$. At large $s$ they differ completely: $R_2$ tends to 1, while $P$ has unit norm and so cannot stay near 1.

For values of $P$ at any $s$, let $E(s)$ be the probability that an interval of length $s$ holds no step. Lengthening the interval by $ds$ loses the cases with a step in $ds$ and an empty stretch $s$ before it. As the step density is 1,
\begin{equation}
-E'(s)=\int_s^\infty P(t)\,dt,\qquad P(s)=E''(s),\qquad
\int_0^sP(t)\,dt=1+E'(s).
\label{eq:gap}
\end{equation}
Inclusion and exclusion of steps gives
\begin{equation}
E(s)=\sum_{n\ge0}\frac{(-1)^n}{n!}\int_0^s\!\!\cdots\!\int_0^sR_n\,dx_1\cdots dx_n=\det(1-K)_{[0,s]} .
\end{equation}
This determinant was evaluated on 40 Gauss--Legendre points, fitted by a Chebyshev polynomial of degree 60 in $s$, and differentiated. With $q(s)=P(s)/s^2$, the combination $[4q(0.05)-q(0.1)]/3$ cancels the $s^2$ correction to $q$. It gives 3.2898, against $\pi^2/3=3.2899$. The determinant makes no use of expansion \eqref{eq:R2}.

\subsection*{(c) The surmise}

The integrals $\int_0^\infty s^2e^{-bs^2}ds=\sqrt\pi/(4b^{3/2})$ and $\int_0^\infty s^3e^{-bs^2}ds=1/(2b^2)$ turn unit norm and unit mean into
\begin{equation}
a=\frac{4b^{3/2}}{\sqrt\pi},\quad a=2b^2
\quad\Rightarrow\quad \sqrt b=\frac2{\sqrt\pi},\quad b=\frac4\pi,\quad a=\frac{32}{\pi^2}.
\end{equation}
Thus
\begin{equation}
\frac{32/\pi^2}{\pi^2/3}=\frac{96}{\pi^4}=\frac{3.2423}{3.2899}=0.9855 .
\end{equation}
The surmise coefficient is 1.45\% below the free-fermion one. The exponent is right because it was put in. The coefficient follows from two conditions on the whole distribution, and nothing in them refers to $\langle k^2\rangle$.

\begin{center}
\begin{tabular}{cccc}
$s$ & $P$ & $\pi^2s^2/3$ & $P_W$\\
0.05 & 0.00820 & 0.00822 & 0.00808\\
0.10 & 0.03247 & 0.03290 & 0.03201\\
0.20 & 0.12486 & 0.13159 & 0.12325\\
0.50 & 0.59323 & 0.82247 & 0.58959
\end{tabular}
\end{center}

Relative to $P$, the leading term is too high by about $2\pi^2s^2/15$, the ratio of the first two terms of the series. At $s=0.1$ this is 1.3\%, while the surmise is 1.4\% too low. The two errors are equal near $s=0.103$, and beyond it the surmise is the better approximation of the two: at $s=0.5$ it is 0.6\% low and the leading term 39\% high. A coefficient obtained by fitting $s^2$ alone to data that reach $s=0.2$ would thus carry an error larger than the difference sought. The $s^4$ term must then be kept.

The surmise cannot stay below $P$. The difference $D=P_W-P$ satisfies $\int D\,ds=\int sD\,ds=0$. If $D$ changed sign once, at $s_*$, then $(s-s_*)D$ would have one sign and a nonzero integral, which contradicts these conditions. There are therefore at least two crossings. The first lies at $s=0.73$, and the largest value of $|D|$ is 0.005, near $s=1.1$.

\subsection*{(d) Narrow terraces in numbers}

In terms of $w$ the density is $P(w/L)/L$, which begins as
\begin{equation}
\frac{\pi^2}{3L^3}w^2=\frac{3.2899}{125\ \mathrm{nm^3}}\,w^2=(0.0263\ \mathrm{nm^{-3}})\,w^2 .
\end{equation}
The surmise gives $0.0259\ \mathrm{nm^{-3}}$. The limit of 1 nm is $s_0=0.2$. Term-by-term integration of the series yields
\begin{equation}
f=\frac{\pi^2s_0^3}{9}-\frac{2\pi^4s_0^5}{225}+\dots
=0.00877-0.00028+\dots\simeq0.0085 .
\end{equation}
Equation \eqref{eq:gap} gives $f=0.8501\%$, and quadrature of the surmise gives $f_W=0.8387\%$. Among $n$ independent terraces the count of narrow ones has variance $nf(1-f)$. The difference of the expected counts, $n(f-f_W)$, equals one standard deviation when
\begin{equation}
n=\frac{f(1-f)}{(f-f_W)^2}\simeq6.4\times10^5 .
\end{equation}
Two standard deviations need four times as many. In this model $T$ and $\beta$ do not enter $P(s)$. They set the length along the steps over which equilibrium is reached.

\subsection*{(e) What the model leaves out}

\paragraph{Repulsion.} Multiply the generator in part (a) by $kT$, so that each step has the kinetic term $-[(kT)^2/2\beta]\partial_x^2$. For two steps with separation $r$ and centre $X$, $\partial_1^2+\partial_2^2=2\partial_r^2+\frac12\partial_X^2$. The relative motion has the Hamiltonian
\begin{equation}
-\frac{(kT)^2}{\beta}\frac{d^2}{dr^2}+\frac{A}{r^2}.
\end{equation}
At small $r$ these two terms must cancel. With $\psi\propto r^\lambda$ this requires $\lambda(\lambda-1)=g$, where $g=A\beta/(kT)^2$. The root that joins the free case $\lambda=1$ gives
\begin{equation}
P\propto s^{\varrho},\qquad \varrho=2\lambda=1+\sqrt{1+4g}.
\end{equation}
Here $kT=0.0517$ eV, so
\begin{equation}
g=\frac{0.001\times0.8}{0.0517^2}=0.299,\qquad \varrho=2.48 .
\end{equation}
The quadratic law is lost, not merely its coefficient. To estimate the fraction of narrow terraces, take $a_\varrho s^\varrho e^{-b_\varrho s^2}$, again with unit norm and mean. Below 1 nm it gives 0.46\%, against 0.84\% for the same form with $\varrho=2$, at fixed $L$. This reduction by nearly half dwarfs the relative difference of 1.3\% between $f_W$ and $f$. To keep $\varrho$ below 2.1 one needs $\sqrt{1+4g}<1.1$, or $g<0.0525$, which means $A<1.75\times10^{-4}$ eV\,nm at this $T$ and $\beta$.

\paragraph{Atomic rows.} Let the steps be fermions that hop between neighbouring rows, 20 rows to a mean terrace. The filled momenta again form one symmetric interval, and the kernel is the sine kernel sampled at whole rows. The gap determinant becomes a finite matrix determinant, and second differences replace $E''$. Terraces of one to four rows then make up 1.19\% of the total, not 0.85\%. Most of this change lies in the counting: a terrace of four rows stands for widths up to 4.5 rows, and the continuum fraction below 1.125 nm is 1.20\%. Centring the bins on whole rows removes most of the change but not enough for part (d): the lattice value is 1.187\%, while below 1.125 nm $P$ gives 1.200\% and $P_W$ gives 1.185\%, so binned curves would wrongly favour the surmise. The histogram should be compared with the densities sampled at whole rows, $\sum_{n=1}^4 P(n/20)/20$, which gives 1.187\% for $P$ and 1.171\% for $P_W$.

\paragraph{Finite length.} The diffusion equation of part (a) gives a free step the mean-square displacement $kTy/\beta$. It wanders by $L$ over
\begin{equation}
y_L=\frac{\beta L^2}{kT}=\frac{0.8\times25}{0.0517}\ \mathrm{nm}\simeq387\ \mathrm{nm}.
\end{equation}
If the steps are pinned at evenly spaced points, $P(s)$ midway between the pins approaches its ground-state form as a power of the length, not exponentially. Averaged over position, the fraction below 1 nm is low by about 1.2\% of its value for a length $2y_L$, as much as the difference between $f$ and $f_W$, and by 0.2\% for $5y_L$. Irregularly placed pins may require a greater length. Terraces measured at nearby points along one pair of steps are not independent, which raises the amount of data needed in part (d). The chance that a terrace narrower than 1 nm is still that narrow falls mainly over $\beta w^2/kT\simeq15$ nm and returns to its average value within about half of $y_L$.

\paragraph{Real surfaces.} The parameters are round values chosen for illustration and do not describe a particular surface. Real steps generally repel through the strain they cause in the crystal. For the values used here this changes the fraction of narrow terraces far more than the atomic rows do once the bins are matched. The law $\pi^2s^2/3$ is thus a limit for weak repulsion, $g\ll1$, on an equilibrated surface. During deposition the attachment of atoms can also drive the widths away from equilibrium, and the derivation does not then apply.

Numbers in the example were calculated in double precision.
